# Position sampling by BAOAB and OBABO for a harmonic oscillator

A molecular dynamics run with first-principles forces pays for an electronic-structure calculation at every step, so a long time step $h$ saves work. A step that is not small compared with the period of the stiffest vibration resolves that vibration only coarsely. If a Langevin thermostat holds the system at temperature $T$, the bond length should fluctuate with the Boltzmann distribution, but the finite step can distort it. The size of the distortion depends on the order in which force, motion and thermostat are applied.

## The model and the two schemes

Take one classical coordinate $x$ with mass $m$, momentum $p$ and force $-m\omega^2x$. The thermostat has friction $\gamma>0$. The Boltzmann distribution requires

$$\langle x^2\rangle=\frac{kT}{m\omega^2},\qquad \langle p^2\rangle=mkT,\qquad \langle xp\rangle=0 .$$

The Langevin dynamics is split into three parts, each solved exactly over a time $\tau$:

- B, the kick: $p\to p-\tau m\omega^2x$.
- A, the drift: $x\to x+\tau p/m$.
- O, the thermostat: $p\to e^{-\gamma\tau}p+\sqrt{mkT(1-e^{-2\gamma\tau})}\,\xi$, with $\xi$ a fresh normal random number of mean 0 and variance 1.

The O formula solves $dp=-\gamma p\,dt+\sqrt{2\gamma mkT}\,dW$, where $W$ is a Wiener process. The noise accumulated over $\tau$ has variance $2\gamma mkT\int_0^\tau e^{-2\gamma t}dt=mkT(1-e^{-2\gamma\tau})$.

A scheme's name lists its substeps in time order. A letter that occurs twice acts for $h/2$ each time, and a letter that occurs once acts for $h$. The claim, for $0<\omega h<2$, is that at the end of a step the stationary values are

$$\text{BAOAB:}\quad \langle x^2\rangle=\frac{kT}{m\omega^2},\qquad \langle p^2\rangle=mkT\left(1-\frac{\omega^2h^2}{4}\right),$$

$$\text{OBABO:}\quad \langle x^2\rangle=\frac{kT}{m\omega^2}\,\frac{1}{1-\omega^2h^2/4},\qquad \langle p^2\rangle=mkT,$$

with $\langle xp\rangle=0$ in both.

Reduced variables remove the constants. Let $x=\sqrt{kT/(m\omega^2)}\,q$ and $p=\sqrt{mkT}\,y$, so that the Boltzmann values become $\langle q^2\rangle=\langle y^2\rangle=1$. Substitution turns the kick into $y\to y-\omega\tau q$ and the drift into $q\to q+\omega\tau y$. Define

$$u=\omega h,\qquad s=\frac u2,\qquad a=1-s^2=1-\frac{\omega^2h^2}{4},\qquad c=e^{-\gamma h}.$$

A full O step is $y\to cy+\sqrt{1-c^2}\,\xi$, with $0<c<1$.

## First derivation: the discrete Lyapunov equation

**The equation.** Every substep is linear, so a whole step has the form $z'=Mz+G\xi$, where $z=(q,y)^T$ and $\xi$ collects the new random numbers. These are independent of $z$, so the cross terms vanish when $z'z'^T$ is averaged. The covariance $S=\langle zz^T\rangle$ therefore changes to $MSM^T+GG^T$, and a stationary covariance obeys

$$S=MSM^T+GG^T .$$

This is the discrete Lyapunov equation. It is simplest when the repeating cycle is cut just after a full O step.

In BAOAB, the substeps between one O and the next are A, B, B, A. The two half kicks are adjacent and add to one full kick, because $q$ does not change between them. In OBABO, the last half O of one step is followed directly by the first half O of the next. Together they multiply $y$ by $\sqrt c\,\sqrt c=c$ and add noise of variance $c(1-c)+(1-c)=1-c^2$, which is one full O step. Both schemes are thus a noiseless map $R$ followed by a full O. For BAOAB, $R$ is half drift, full kick, half drift (ABA). For OBABO it is half kick, full drift, half kick (BAB).

**The maps.** Matrices act from right to left. With $us=2s^2$,

$$R_{ABA}=\begin{pmatrix}1&s\\0&1\end{pmatrix}\begin{pmatrix}1&0\\-u&1\end{pmatrix}\begin{pmatrix}1&s\\0&1\end{pmatrix}
=\begin{pmatrix}1&s\\0&1\end{pmatrix}\begin{pmatrix}1&s\\-u&1-2s^2\end{pmatrix}
=\begin{pmatrix}1-2s^2&ua\\-u&1-2s^2\end{pmatrix}.$$

The upper right entry is $s+s(1-2s^2)=2s(1-s^2)=ua$. Similarly,

$$R_{BAB}=\begin{pmatrix}1&0\\-s&1\end{pmatrix}\begin{pmatrix}1&u\\0&1\end{pmatrix}\begin{pmatrix}1&0\\-s&1\end{pmatrix}
=\begin{pmatrix}1&0\\-s&1\end{pmatrix}\begin{pmatrix}1-2s^2&u\\-s&1\end{pmatrix}
=\begin{pmatrix}1-2s^2&u\\-ua&1-2s^2\end{pmatrix},$$

where the lower left entry is $-s(1-2s^2)-s=-ua$. Both maps have the form

$$R=\begin{pmatrix}\alpha&\beta\\-\delta&\alpha\end{pmatrix},\qquad \alpha^2+\beta\delta=1 .$$

The last relation holds because each factor has determinant 1.

**The solution.** Let $X=\langle q^2\rangle$, $C=\langle qy\rangle$ and $Y=\langle y^2\rangle$ just after O. The map $R$ gives $q'=\alpha q+\beta y$ and $y'=-\delta q+\alpha y$. The O step then multiplies $C$ by $c$ and $Y$ by $c^2$, and adds $1-c^2$ to $Y$. Stationarity is three equations:

$$X=\alpha^2X+2\alpha\beta C+\beta^2Y,$$
$$C=c\left[-\alpha\delta X+(\alpha^2-\beta\delta)C+\alpha\beta Y\right],$$
$$Y=c^2\left[\delta^2X-2\alpha\delta C+\alpha^2Y\right]+1-c^2 .$$

In the first, $1-\alpha^2=\beta\delta$. Division by $\beta$, which is nonzero for $0<u<2$, gives $\delta X=2\alpha C+\beta Y$. Insert this in the second:

$$C=c\left[-2\alpha^2C-\alpha\beta Y+(\alpha^2-\beta\delta)C+\alpha\beta Y\right]=-c(\alpha^2+\beta\delta)C=-cC .$$

Since $1+c\neq0$, $C=0$, and hence $\delta X=\beta Y$. The third equation becomes

$$Y=c^2(\beta\delta+\alpha^2)Y+1-c^2=c^2Y+1-c^2 .$$

Since $c<1$, $Y=1$. The result just after O is

$$X=\frac\beta\delta,\qquad C=0,\qquad Y=1 .$$

The friction has dropped out. It must still be nonzero: for $\gamma=0$ one has $c=1$, the last equation reads $Y=Y$, and no temperature is selected.

For BAOAB, $\beta/\delta=ua/u=a$. For OBABO, $\beta/\delta=u/(ua)=1/a$.

**From the O step to the end of the step.** In OBABO, the map $R$ and a half O remain. With $C=0$, $Y=1$ and $\beta=\delta X$, the map $R$ gives

$$\alpha^2X+\beta^2=(\alpha^2+\beta\delta)X=X,\qquad -\alpha\delta X+\alpha\beta=0,\qquad \delta^2X+\alpha^2=\beta\delta+\alpha^2=1 .$$

Nothing changes. The half O also keeps $Y=c+(1-c)=1$ and $C=0$. The final position variance is $1/a$.

In BAOAB, a half drift and a half kick remain. The half drift $q\to q+sy$ gives

$$X=a+s^2=1,\qquad C=s,\qquad Y=1 .$$

The half kick $y\to y-sq$ leaves $X=1$ and gives

$$C=s-s\cdot1=0,\qquad Y=1-2s\cdot s+s^2\cdot1=a .$$

Restoring the units gives the claimed formulas.

**Convergence.** A stationary covariance matters only if the run approaches it. Whether it does depends on the eigenvalues $\lambda_1,\lambda_2$ of $M$. The drifts and kicks have determinant 1, so $\det M=c$. The trace is unchanged when factors are moved cyclically, so in both schemes

$$\operatorname{tr}M=\alpha(1+c)=(1+c)\left(1-\frac{u^2}{2}\right).$$

For $0<u<2$ this gives $|\operatorname{tr}M|<1+c$. If the eigenvalues are a complex pair, $|\lambda|^2=c<1$. If they are real,

$$(1-\lambda_1)(1-\lambda_2)=1-\operatorname{tr}M+c>0,\qquad (1+\lambda_1)(1+\lambda_2)=1+\operatorname{tr}M+c>0 .$$

The first inequality puts both eigenvalues on the same side of $1$, and the second puts both on the same side of $-1$. Since $\lambda_1\lambda_2=c<1$, they cannot both exceed $1$ or both lie below $-1$. Hence both have magnitude below 1 and $M^n\to0$. The difference between any initial covariance and the stationary one becomes $M^nD(M^T)^n$ after $n$ steps, with $D$ the initial difference, and so vanishes. The memory of the initial state $M^nz_0$ vanishes too. What remains is a sum of independent Gaussian terms, so the stationary law is a Gaussian of zero mean. Its variance fixes the position distribution completely, and BAOAB therefore gives the whole Boltzmann density of $x$.

At $u=2$ the trace is $-(1+c)$ and one eigenvalue is $-1$, so convergence is lost. For $u>2$ the product $(1+\lambda_1)(1+\lambda_2)$ is negative, one eigenvalue lies below $-1$, and the trajectory diverges. The algebraic solution then has $a<0$, a negative variance, which no distribution can have.

## Second derivation: a conserved energy and equipartition

The same result follows without a matrix equation. The noiseless part of each scheme conserves a quadratic energy that differs slightly from the true one, and the thermostat equilibrates that energy.

**OBABO.** Let $\bar y$ be the momentum between the two half kicks of BAB. Then

$$y=\bar y+sq,\qquad q'=q+2s\bar y,\qquad y'=\bar y-sq' .$$

Adding and subtracting the momenta gives

$$y'+y=2\bar y-s(q'-q)=2\bar y-2s^2\bar y=2a\bar y,\qquad y'-y=-s(q'+q).$$

Multiply the two results and use $2s\bar y=q'-q$:

$$y'^2-y^2=-2as\,\bar y\,(q'+q)=-a(q'^2-q^2).$$

Thus $y^2+aq^2$ is conserved. In physical units the conserved energy is

$$\frac{p^2}{2m}+\frac12m\omega^2\left(1-\frac{\omega^2h^2}{4}\right)x^2 .$$

In this conserved energy, which is what fixes the stationary density, the spring constant is reduced by the factor $a$. The statement does not concern the oscillation frequency: both maps $R$ have determinant 1 and trace $2\alpha$, so their eigenvalues are $e^{\pm i\theta}$ with $\cos\theta=1-u^2/2$, that is $\theta=2\arcsin(u/2)>u$, the same for BAB and ABA.

**BAOAB.** Let $\bar q$ be the position between the two half drifts of ABA. Then

$$q=\bar q-sy,\qquad y'=y-2s\bar q,\qquad q'=\bar q+sy' .$$

It follows that

$$q'+q=2\bar q+s(y'-y)=2\bar q-2s^2\bar q=2a\bar q,\qquad q'-q=s(y'+y).$$

Multiplying, with $2s\bar q=-(y'-y)$,

$$q'^2-q^2=2as\,\bar q\,(y'+y)=-a(y'^2-y^2).$$

Thus $y^2+q^2/a$ is conserved. Here the spring is stiffened by the factor $1/a$.

**The stationary density.** Both conserved quantities are $E=y^2+q^2/X$, with $X=1/a$ for BAB and $X=a$ for ABA. For $0<u<2$, $X$ is positive and the density

$$\rho(q,y)\propto\exp\left[-\frac12\left(y^2+\frac{q^2}{X}\right)\right]$$

can be normalized. Drifts and kicks preserve phase-space area, and $R$ conserves $E$, so $R$ leaves $\rho$ unchanged. Under $\rho$, $y$ is a normal variable of variance 1, independent of $q$. The O step leaves $q$ alone and returns a normal $y$ of variance $c^2+(1-c^2)=1$, still independent of $q$. Hence $\rho$ is stationary at the cut after O.

For OBABO, the remaining BAB and half O preserve $\rho$ for the same reasons, so a softened spring at temperature $T$ is what the end of the step shows: $\langle q^2\rangle=1/a$.

For BAOAB, the stiffened spring gives $\langle q^2\rangle=a$ at the O step, which is too small by $s^2$. The end-of-step values follow from independent $q$ and $y$:

$$q_{\rm end}=q+sy,\qquad y_{\rm end}=y-sq_{\rm end}=ay-sq,$$
$$\langle q_{\rm end}^2\rangle=a+s^2=1,\qquad \langle y_{\rm end}^2\rangle=a^2+s^2a=a,\qquad \langle q_{\rm end}y_{\rm end}\rangle=-sa+sa=0 .$$

In physical units, the half drift adds $(h/2m)^2\,mkT=h^2kT/(4m)$ to the position variance. The deficit was $[kT/(m\omega^2)]\,\omega^2h^2/4$, which is the same amount.

**Uniqueness.** Run two copies with the same random numbers. The noise cancels in their difference $(\Delta q,\Delta y)$, which evolves by $R$ and then $\Delta y\to c\,\Delta y$. Measure it by $E_\Delta=\Delta y^2+\Delta q^2/X$. The map $R$ conserves $E_\Delta$, and the O step lowers it unless $\Delta y=0$. If $\Delta y=0$ at one O step while $\Delta q\neq0$, the next $R$ produces $\Delta y=-\delta\,\Delta q\neq0$. Two cycles therefore lower $E_\Delta$ for every nonzero difference. The map is linear, so the reduction factor depends only on the direction of the difference. It is continuous on a closed set of directions and has a largest value below 1. The difference goes to zero. If one copy starts from $\rho$, the other must approach $\rho$ as well.

## What each derivation assumes

The first derivation assumes that every substep is linear and that second moments exist. It needs no conserved quantity: the equation $S=MSM^T+GG^T$ can be written down for any linear scheme with independent noise. The short solution used two further properties, the equal diagonal entries of $R$ and its unit determinant. The equation supplies only the covariance; the Gaussian shape and the approach to it required separate arguments.

The second derivation assumes more structure. The noiseless part must preserve area and conserve a positive quadratic energy without a $qy$ term. A constant factor can then make its momentum part equal to the true kinetic energy. The O step must preserve the Maxwell distribution. In return it yields the full density at once, and it explains the signs: BAB softens the spring, and ABA stiffens it.

Both derivations rest on the harmonic force. With an anharmonic force the second moments couple to higher ones, so the Lyapunov equation does not close, and the conserved quadratic energies found here are not available. Neither argument then establishes exact sampling. Nor do these results concern correlations between different times.

Several coupled harmonic coordinates reduce directly to the one-dimensional case if all have the same friction rate $\gamma$. In mass-weighted coordinates an orthogonal rotation separates the normal modes, and it turns independent noises of equal variance into independent noises of equal variance. Each mode with $\omega>0$ then obeys the formulas with its own $\omega$, and the highest frequency sets the limit $h<2/\omega$. Zero-frequency modes, such as the free translation of a molecule, have no stationary position variance. Equal friction is not needed for the stationary density: the noiseless map conserves the sum of the modal energies, whose momentum part is the true kinetic energy, and the O step preserves the Maxwell distribution for any set of positive friction rates, so the second derivation gives the same variances.

The place in the step where data are recorded also matters. In BAOAB, a position taken between the two half drifts has variance $a$ instead of 1, whereas the momentum just after O has the correct variance 1. In OBABO, the position changes only in its one drift and has variance $1/a$ both before and after it.

## A stiff vibration in numbers

Take round model parameters: mass 1 u, wavenumber 3000 cm⁻¹, $T=300$ K and friction 10 ps⁻¹. Then $\omega=0.5651$ fs⁻¹, the period is 11.1 fs and the stability limit is $2/\omega=3.54$ fs. The correct classical variance is

$$\frac{kT}{m\omega^2}=\frac{4.1419\times10^{-14}\ \text{erg}}{5.3026\times10^{5}\ \text{dyn/cm}}=7.811\times10^{-20}\ \text{cm}^2=7.811\times10^{-4}\ \text{Å}^2 .$$

For $h=1$ fs, $\omega h=0.5651$ and

$$a=1-\frac{0.5651^2}{4}=0.9202,\qquad \frac1a=1.087 .$$

OBABO gives $8.49\times10^{-4}$ Å², an excess of 8.7% over the correct variance. BAOAB gives $7.811\times10^{-4}$ Å². Read as a temperature through $m\omega^2\langle x^2\rangle/k$, the OBABO positions correspond to 326 K. The BAOAB momenta at the end of the step correspond to 276 K, although its positions are correct.

| $h$ (fs) | OBABO $\langle x^2\rangle$ / correct | BAOAB $\langle p^2\rangle/(mk)$ (K) |
|---|---|---|
| 0.5 | 1.020 | 294 |
| 1 | 1.087 | 276 |
| 2 | 1.469 | 204 |
| 3 | 3.552 | 84.5 |

For small steps, the relative excess of OBABO is $1/a-1\approx\omega^2h^2/4$. To hold it at a value $\varepsilon$, set $1/a=1+\varepsilon$, which gives $\omega h=2\sqrt{\varepsilon/(1+\varepsilon)}$. For $\varepsilon=0.01$ this is $\omega h=0.199$, or $h=0.352$ fs.

For this mode $\hbar\omega/(kT)=14.4$, which is far from the classical regime $\hbar\omega\ll kT$. The numbers therefore describe how well each scheme samples the classical distribution, not the fluctuations of a real quantum vibration.

A direct stochastic simulation at $\omega h=1$, which does not use the Lyapunov equation, gave reduced position variances of $1.0011\pm0.0007$ for BAOAB and $1.3346\pm0.0009$ for OBABO. The uncertainties are standard errors. The predicted values are 1 and $4/3$, and both lie within two standard errors of the simulated ones.

## Table of computed values

```
MODEL OSCILLATOR
mass = 1.0 u, wavenumber = 3000 cm^-1
temperature = 300 K, friction = 10 ps^-1
angular frequency = 0.56510 fs^-1
period = 11.119 fs
thermal energy kT = 4.1419e-14 erg
force constant m w^2 = 5.3026e+05 dyn/cm
hbar w/(kT) = 14.39
exact classical <x^2> = 7.8111 x 1e-4 Angstrom^2
exact classical rms x = 0.02795 Angstrom
stability limit 2/w = 3.539 fs
LYAPUNOV SOLUTIONS, END OF STEP; <x^2> in 1e-4 Angstrom^2
h = 0.5 fs: w h = 0.2825, 1-(w h)^2/4 = 0.9800
  <x^2>: BAOAB 7.8111, OBABO 7.9702; OBABO/exact = 1.0204
  OBABO positional T = 306.1 K, BAOAB kinetic T = 294.0 K
h = 1.0 fs: w h = 0.5651, 1-(w h)^2/4 = 0.9202
  <x^2>: BAOAB 7.8111, OBABO 8.4888; OBABO/exact = 1.0868
  OBABO positional T = 326.0 K, BAOAB kinetic T = 276.1 K
h = 2.0 fs: w h = 1.1302, 1-(w h)^2/4 = 0.6807
  <x^2>: BAOAB 7.8111, OBABO 11.4756; OBABO/exact = 1.4691
  OBABO positional T = 440.7 K, BAOAB kinetic T = 204.2 K
h = 3.0 fs: w h = 1.6953, 1-(w h)^2/4 = 0.2815
  <x^2>: BAOAB 7.8111, OBABO 27.7480; OBABO/exact = 3.5524
  OBABO positional T = 1065.7 K, BAOAB kinetic T = 84.5 K
OBABO inflation of 1% at h = 0.352 fs, w h = 0.1990
FRICTION CHECK at h = 1 fs: <x^2>/exact
friction 1 ps^-1: BAOAB 1.000000, OBABO 1.086760
friction 10 ps^-1: BAOAB 1.000000, OBABO 1.086760
friction 100 ps^-1: BAOAB 1.000000, OBABO 1.086760
SUBSTEPS at w h = 1, reduced units: <x^2>, <xp>, <p^2>
BAOAB after B: 1.0000, -0.5000, 1.0000
BAOAB after BA: 0.7500, 0.0000, 1.0000
BAOAB after BAO: 0.7500, 0.0000, 1.0000
BAOAB after BAOA: 1.0000, 0.5000, 1.0000
BAOAB after BAOAB: 1.0000, 0.0000, 0.7500
OBABO after O: 1.3333, 0.0000, 1.0000
OBABO after OB: 1.3333, -0.6667, 1.3333
OBABO after OBA: 1.3333, 0.6667, 1.3333
OBABO after OBAB: 1.3333, 0.0000, 1.0000
OBABO after OBABO: 1.3333, 0.0000, 1.0000
SIMULATION at w h = 1, gamma/w = 0.7, reduced units
10000 walkers, 200 steps discarded, 800 steps averaged
BAOAB: <x^2> = 1.0011 +- 0.0007, <p^2> = 0.7505 +- 0.0005
OBABO: <x^2> = 1.3346 +- 0.0009, <p^2> = 1.0005 +- 0.0006
```
